# Specific Mass Shift in One Configuration and the $G^1$ Exchange Coefficients: test program

```python
# Result under test: inside one configuration the specific mass operator
#   H_S = (1/M) sum_{i<j} p_i.p_j
# has the matrix obtained from the Coulomb matrix by G^1(A,B) -> J(A,B)^2/M
# and by dropping all F^k and all other G^k.
# A, B: shells with angular momenta l; P: radial function (r times R);
# J(A,B) = int P_A [d/dr - (l_A(l_A+1)-l_B(l_B+1))/(2r)] P_B dr (Vinti integral);
# F^k, G^k: direct and exchange Slater integrals; M: nuclear mass.
# Hartree atomic units; matrices called "recoil" are M*H_S.
from itertools import combinations, product
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import eval_legendre
from sympy.physics.wigner import wigner_6j
from pyscf import gto


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def config_matrix(ops, shells, occupation):
    """Matrices of two-electron operators <ab|op|cd> in all determinants."""
    choices = [list(combinations([2 * i + s for i in shells[k] for s in (0, 1)], n))
               for k, n in occupation.items()]
    dets = [tuple(sorted(sum(parts, ()))) for parts in product(*choices)]
    groups = {}
    for number, det in enumerate(dets):
        for x, y in combinations(range(len(det)), 2):
            rest = det[:x] + det[x + 1:y] + det[y + 1:]
            groups.setdefault(rest, []).append((number, det[x], det[y], (-1) ** (x + y)))
    out = np.zeros((len(ops), len(dets), len(dets)))
    for group in groups.values():
        num, a, b, sign = np.array(group).T
        A, B = a[:, None], b[:, None]
        direct = (A % 2 == a % 2) & (B % 2 == b % 2)
        swapped = (A % 2 == b % 2) & (B % 2 == a % 2)
        pair = (ops[:, A // 2, B // 2, a // 2, b // 2] * direct
                - ops[:, A // 2, B // 2, b // 2, a // 2] * swapped)
        out[:, num[:, None], num] += sign[:, None] * sign * pair
    return out


def radial(mol, orbitals, l, r):
    """P and dP/dr of a shell, read from its orbitals on the z axis."""
    def on_axis(points):
        xyz = np.zeros((points.size, 3))
        xyz[:, 2] = points
        return mol.eval_gto('GTOval_sph_deriv1', xyz)[[0, 3]] @ orbitals
    ref = on_axis(np.linspace(0.1, 8, 80))[0]
    top = ref[np.argmax(np.linalg.norm(ref, axis=1))]
    m_zero = top / np.linalg.norm(top)
    R, dR = on_axis(r) @ m_zero / np.sqrt((2 * l + 1) / (4 * np.pi))
    return r * R, R + r * dR


def vinti(la, Pa, lb, Pb, dPb, r, w):
    return np.sum(w * Pa * (dPb - (la * (la + 1) - lb * (lb + 1)) / (2 * r) * Pb))


def recoil_tensor(mol, C):
    grad = np.array([C.T @ g @ C for g in mol.intor('int1e_ipovlp')])
    return -np.einsum('xac,xbd->abcd', grad, grad)


# ---------- general test on model orbitals s, p, q (a second p shell), d ----------
model = gto.M(atom='Be', verbose=0, basis={'Be': [
    [0, [1.3, 1.0]], [1, [0.8, 1.0]], [1, [0.3, 1.0]], [2, [0.6, 1.0]]]})
shells = {'s': [0], 'p': [1, 2, 3], 'q': [4, 5, 6], 'd': [7, 8, 9, 10, 11]}
ell = {'s': 0, 'p': 1, 'q': 1, 'd': 2}
C = np.linalg.inv(np.linalg.cholesky(model.intor('int1e_ovlp'))).T
coulomb = np.einsum('pqrs,pa,qc,rb,sd->abcd', model.intor('int2e'), C, C, C, C,
                    optimize=True)
recoil = recoil_tensor(model, C)

# angular factors of the Legendre multipoles, by quadrature on two spheres
mu, wmu = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
z = np.repeat(mu, 16)
x = np.sqrt(1 - z**2) * np.tile(np.cos(phi), 8)
y = np.sqrt(1 - z**2) * np.tile(np.sin(phi), 8)
wang = np.repeat(wmu, 16) * 2 * np.pi / 16
pset = [x, y, z]
Y = np.array([np.ones_like(x)] + pset + pset
             + [x * y, y * z, 3 * z**2 - 1, x * z, x**2 - y**2])
Y /= np.sqrt((Y**2 @ wang))[:, None]
density = Y[:, None] * Y[None] * wang
cosine = np.clip(np.outer(x, x) + np.outer(y, y) + np.outer(z, z), -1, 1)
angular = [np.einsum('acp,pq,bdq->abcd', density, eval_legendre(k, cosine), density,
                     optimize=True) for k in range(5)]

# radial integrals; the inner radius is r*t with 0 < t < 1, which avoids the kink
u, wu = unit_gauss(90)
r, wr = 12 * u**2, 24 * u * wu
t, wt = unit_gauss(48)
P, dP, Pin = {}, {}, {}
for name, idx in shells.items():
    P[name], dP[name] = radial(model, C[:, idx], ell[name], r)
    Pin[name] = radial(model, C[:, idx], ell[name], np.outer(r, t).ravel())[0]
    Pin[name] = Pin[name].reshape(len(r), len(t))
    assert abs(np.sum(wr * P[name]**2) - 1) < 1e-9


def slater(k, a, c, b, d):
    """Radial integral with densities P_a P_c and P_b P_d."""
    one, two = P[a] * P[c], P[b] * P[d]
    one_in, two_in = Pin[a] * Pin[c], Pin[b] * Pin[d]
    return wr @ (one_in * two[:, None] + two_in * one[:, None]) @ (wt * t**k)


J = {(a, b): vinti(ell[a], P[a], ell[b], P[b], dP[b], r, wr)
     for a in shells for b in shells}
for a, b in J:
    assert abs(J[a, b] + J[b, a]) < 1e-9
multipole, predicted = np.zeros_like(coulomb), np.zeros_like(coulomb)
for a, b in J:
    A, B = shells[a], shells[b]
    direct, exchange = np.ix_(A, B, A, B), np.ix_(A, B, B, A)
    for k in range(5):
        multipole[direct] += angular[k][direct] * slater(k, a, a, b, b)
        if a != b:
            multipole[exchange] += angular[k][exchange] * slater(k, a, b, b, a)
    if a != b:
        predicted[exchange] = angular[1][exchange] * J[a, b]**2

print('MODEL ORBITALS (Gaussian exponents s 1.3, p 0.8, q 0.3, d 0.6 bohr^-2)')
for a, b in (('s', 'p'), ('s', 'q'), ('p', 'd'), ('p', 'q')):
    print(f'radial expression J({a},{b}) = {J[a, b]:.6f} bohr^-1')
G1_sp = slater(1, 's', 'p', 'p', 's')
print(f'G^1(s,p) = {G1_sp:.6f} hartree')

ops = np.array([coulomb, multipole, recoil, predicted])
configs = {'s p': dict(s=1, p=1), 's p^3': dict(s=1, p=3), 'p d': dict(p=1, d=1),
           'p^2 d': dict(p=2, d=1), 's p d': dict(s=1, p=1, d=1),
           's d': dict(s=1, d=1), 'p q': dict(p=1, q=1)}
print('configuration: determinants, largest |recoil| element, largest deviation')
result = {}
for label, occ in configs.items():
    full, series, rec, pred = config_matrix(ops, shells, occ)
    assert np.max(abs(full - series)) < 1e-7
    error = np.max(abs(rec - pred))
    assert error < 1e-8
    average = 0.0
    for a, b in combinations(occ, 2):
        if abs(ell[a] - ell[b]) == 1:
            average -= (occ[a] * occ[b] * max(ell[a], ell[b]) * J[a, b]**2
                        / (2 * (2 * ell[a] + 1) * (2 * ell[b] + 1)))
    assert abs(np.trace(rec) / len(rec) - average) < 1e-8
    result[label] = rec
    print(f'{label:6s} {len(rec):4d}  {np.max(abs(rec)):.6f} bohr^-2 '
          f' below 1e-8: {error < 1e-8}')

# equal l and l differing by two: no recoil although exchange is present
G2_sd, G0_pq = slater(2, 's', 'd', 'd', 's'), slater(0, 'p', 'q', 'q', 'p')
assert np.max(abs(result['s d'])) < 1e-10 and np.max(abs(result['p q'])) < 1e-10
assert G2_sd > 1e-3 and G0_pq > 1e-3 and abs(J['p', 'q']) > 1e-3
print(f'Coulomb exchange without recoil: G^2(s,d) = {G2_sd:.6f} hartree')
print(f'Coulomb exchange without recoil: G^0(p,q) = {G0_pq:.6f} hartree')

# coefficients of the terms of two open-shell electrons
for label, a, b in (('s p', 's', 'p'), ('p d', 'p', 'd')):
    la, lb, expected = ell[a], ell[b], []
    found = np.linalg.eigvalsh(result[label]) / J[a, b]**2
    for L in range(abs(la - lb), la + lb + 1):
        c = max(la, lb) * float(wigner_6j(la, lb, L, la, lb, 1))
        expected += [c] * (2 * L + 1) + [-c] * (3 * (2 * L + 1))
        print(f'{label} L={L}: coefficient singlet {c:+.6f}, triplet {-c:+.6f}')
    assert np.allclose(found, np.sort(expected), atol=1e-8)

# two filled shells
for a, b in (('s', 'p'), ('p', 'd')):
    occ = {a: 2 * len(shells[a]), b: 2 * len(shells[b])}
    value = config_matrix(ops[2:3], shells, occ)[0, 0, 0] / J[a, b]**2
    assert abs(value + 2 * max(ell[a], ell[b])) < 1e-8
    print(f'filled {a} and {b} shells: coefficient {value:.6f}')

# between configurations s^2 and p^2 the replacement has the opposite sign
assert abs(coulomb[0, 0, 1, 1] - G1_sp / 3) < 1e-8
assert abs(recoil[0, 0, 1, 1] + J['s', 'p']**2 / 3) < 1e-8
print(f'<ss|1/r12|px px> = {coulomb[0, 0, 1, 1]:+.6f} hartree')
print(f'<ss|p1.p2|px px> = {recoil[0, 0, 1, 1]:+.6f} bohr^-2')

# ---------- magnesium with Mg2+ Hartree-Fock orbitals ----------
ratio, lowest, ns, npp = 2.4, 0.02, 17, 12
mg = gto.M(atom='Mg', charge=2, verbose=0, basis={'Mg':
           [[0, [lowest * ratio**k, 1.0]] for k in range(ns)]
           + [[1, [lowest * ratio**k, 1.0]] for k in range(npp)]})
S, kinetic = mg.intor('int1e_ovlp'), mg.intor('int1e_kin')
core = kinetic + mg.intor('int1e_nuc')
size = len(S)
eri = mg.intor('int2e').reshape(size, size, size, size)
field = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(size**2, size**2)
del eri
orb = eigh(core, S)[1]
D = 2 * orb[:, :5] @ orb[:, :5].T
for cycle in range(300):
    fock = core + (field @ D.ravel()).reshape(size, size)
    energies, orb = eigh(fock, S)
    new = 2 * orb[:, :5] @ orb[:, :5].T
    change = np.max(abs(new - D))
    D = D + 0.7 * (new - D)
    if change < 1e-9:
        break
assert change < 1e-9
E_hf = 0.5 * np.sum(D * (core + fock))
virial = -(E_hf - np.sum(D * kinetic)) / np.sum(D * kinetic)
assert abs(virial - 2) < 1e-3
print('MAGNESIUM, orbitals of Mg2+ Hartree-Fock')
print(f'basis: {ns} s and {npp} p exponents, {lowest} * {ratio}^k bohr^-2')
print(f'Mg2+ energy = {E_hf:.4f} hartree, virial ratio = {virial:.6f}')

mg_shells = {'1s': [0], '2s': [1], '2p': [2, 3, 4], '3s': [5], '3p': [6, 7, 8]}
u, wu = unit_gauss(400)
r, wr = 40 * u**3, 120 * u**2 * wu
wave = {}
for name, idx in mg_shells.items():
    wave[name] = radial(mg, orb[:, idx], int(name[1] == 'p'), r)
    assert abs(np.sum(wr * wave[name][0]**2) - 1) < 1e-7
print('orbital energies 3s, 3p = '
      f'{energies[5]:.5f}, {energies[6]:.5f} hartree')
J2 = {}
for s, p in product(('1s', '2s', '3s'), ('2p', '3p')):
    value = vinti(1, wave[p][0], 0, *wave[s], r, wr)
    J2[s, p] = value**2
    print(f'J^2({s},{p}) = {J2[s, p]:.6f} bohr^-2')

closed = -2 * (J2['1s', '2p'] + J2['2s', '2p'])
K_ground = closed - 2 * J2['3s', '2p']
common = closed - J2['3s', '2p'] - (J2['1s', '3p'] + J2['2s', '3p']) / 3
K_singlet = common + J2['3s', '3p'] / 3
K_triplet = common - J2['3s', '3p'] / 3
mg_recoil = recoil_tensor(mg, orb[:, :9])[None]
inner = {'1s': 2, '2s': 2, '2p': 6}
ground = config_matrix(mg_recoil, mg_shells, {**inner, '3s': 2})[0]
excited = config_matrix(mg_recoil, mg_shells, {**inner, '3s': 1, '3p': 1})[0]
levels = np.linalg.eigvalsh(excited)
assert abs(ground[0, 0] - K_ground) < 1e-6
assert np.allclose(levels, [K_triplet] * 9 + [K_singlet] * 3, atol=1e-6, rtol=0)
print(f'filled core part of K = {closed:.6f} bohr^-2')
print(f'K(3s^2 1S) = {K_ground:.6f}, determinants {ground[0, 0]:.6f} bohr^-2')
print(f'K(3s3p 1P) = {K_singlet:.6f}, determinants {levels[-1]:.6f} bohr^-2')
print(f'K(3s3p 3P) = {K_triplet:.6f}, determinants {levels[0]:.6f} bohr^-2')

mass_unit = constants.atomic_mass / constants.m_e
M24, M26 = 24 * mass_unit, 26 * mass_unit
to_MHz = constants.physical_constants['hartree-hertz relationship'][0] / 1e6
print(f'M(24 u) = {M24:.3f}, M(26 u) = {M26:.3f} electron masses')
print(f'1/M26 - 1/M24 = {1 / M26 - 1 / M24:.6e} per electron mass')
for term, K in (('1P', K_singlet), ('3P', K_triplet)):
    shift = (K - K_ground) * (1 / M26 - 1 / M24)
    print(f'3s^2 1S - 3s3p {term}: change of K = {K - K_ground:+.6f} bohr^-2')
    print(f'  specific mass shift, 26 minus 24: {shift:+.4e} hartree'
          f' = {shift * to_MHz:+.2f} MHz')
print('checks complete')
```

Running it gives:

```
MODEL ORBITALS (Gaussian exponents s 1.3, p 0.8, q 0.3, d 0.6 bohr^-2)
radial expression J(s,p) = 1.835907 bohr^-1
radial expression J(s,q) = 0.469882 bohr^-1
radial expression J(p,d) = 1.929119 bohr^-1
radial expression J(p,q) = -0.810278 bohr^-1
G^1(s,p) = 0.403555 hartree
configuration: determinants, largest |recoil| element, largest deviation
s p      12  1.123518 bohr^-2  below 1e-8: True
s p^3    40  3.370555 bohr^-2  below 1e-8: True
p d      60  0.992400 bohr^-2  below 1e-8: True
p^2 d   150  1.488600 bohr^-2  below 1e-8: True
s p d   120  2.115918 bohr^-2  below 1e-8: True
s d      20  0.000000 bohr^-2  below 1e-8: True
p q      36  0.000000 bohr^-2  below 1e-8: True
Coulomb exchange without recoil: G^2(s,d) = 0.088122 hartree
Coulomb exchange without recoil: G^0(p,q) = 0.029651 hartree
s p L=1: coefficient singlet +0.333333, triplet -0.333333
p d L=1: coefficient singlet +0.066667, triplet -0.066667
p d L=2: coefficient singlet -0.200000, triplet +0.200000
p d L=3: coefficient singlet +0.400000, triplet -0.400000
filled s and p shells: coefficient -2.000000
filled p and d shells: coefficient -4.000000
<ss|1/r12|px px> = +0.134518 hartree
<ss|p1.p2|px px> = -1.123518 bohr^-2
MAGNESIUM, orbitals of Mg2+ Hartree-Fock
basis: 17 s and 12 p exponents, 0.02 * 2.4^k bohr^-2
Mg2+ energy = -198.8274 hartree, virial ratio = 2.000053
orbital energies 3s, 3p = -0.54058, -0.38374 hartree
J^2(1s,2p) = 13.053550 bohr^-2
J^2(1s,3p) = 0.425887 bohr^-2
J^2(2s,2p) = 0.714750 bohr^-2
J^2(2s,3p) = 0.073452 bohr^-2
J^2(3s,2p) = 0.154761 bohr^-2
J^2(3s,3p) = 0.219078 bohr^-2
filled core part of K = -27.536599 bohr^-2
K(3s^2 1S) = -27.846121, determinants -27.846121 bohr^-2
K(3s3p 1P) = -27.784780, determinants -27.784780 bohr^-2
K(3s3p 3P) = -27.930832, determinants -27.930832 bohr^-2
M(24 u) = 43749.324, M(26 u) = 47395.101 electron masses
1/M26 - 1/M24 = -1.758269e-06 per electron mass
3s^2 1S - 3s3p 1P: change of K = +0.061341 bohr^-2
  specific mass shift, 26 minus 24: -1.0785e-07 hartree = -709.64 MHz
3s^2 1S - 3s3p 3P: change of K = -0.084711 bohr^-2
  specific mass shift, 26 minus 24: +1.4895e-07 hartree = +980.01 MHz
checks complete
```
